# Twist and momentum-conserving tunnelling between crystalline sheets across a uniform barrier

Two identical honeycomb sheets lie in the planes $z=0$ and $z=d$, separated by a dielectric whose potential is the same at every lateral position. Their Fermi pockets surround the zone corners, at distance $K=4\pi/(3a)$ from the zone centre. The left sheet is turned by $-\theta/2$ and the right one by $+\theta/2$. Both are equally doped: the Fermi energy $\mu>0$ is measured from the crossing point of the bands (the Dirac point). The barrier top lies $\Phi$ above the Fermi level.

Tunnelling is treated to lowest order in the transfer, at small bias. Levels are sharp and the temperature is zero until parts (e) and (f). The free-electron mass $m$ is used throughout.

The example takes $a=0.246$ nm, $\mu=0.30$ eV, $\Phi=3.0$ eV and $d=1.0$ nm, so that $K=17.03\ \mathrm{nm^{-1}}$.

**(a) Find the Bardeen matrix element. What does lateral uniformity conserve?**

*Solution.* In the barrier, a plane wave of lateral momentum $\mathbf p$ at the Fermi energy obeys
$$-\frac{\hbar^2}{2m}\left(\partial_z^2-p^2\right)\psi=-\Phi\,\psi ,\qquad \psi\propto e^{i\mathbf p\cdot\mathbf r}e^{\pm\kappa_p z},\qquad \kappa_p^2=p^2+\frac{2m\Phi}{\hbar^2}.$$
Lateral motion costs energy, so a larger $p$ decays faster. A Bloch state is a sum of such waves, with $\mathbf p$ running over its crystal momentum plus reciprocal vectors. Let each sheet bind a wave through a thin attractive layer:
$$\psi_L=\frac1{\sqrt A}\sum_{\mathbf p}c^L_{\mathbf p}\sqrt{\kappa_p}\,e^{i\mathbf p\cdot\mathbf r-\kappa_p|z|},\qquad \psi_R=\frac1{\sqrt A}\sum_{\mathbf p}c^R_{\mathbf p}\sqrt{\kappa_p}\,e^{i\mathbf p\cdot\mathbf r-\kappa_p|z-d|}.$$
Since $\int\kappa e^{-2\kappa|z|}dz=1$, normalization requires $\sum|c_{\mathbf p}|^2=1$. Bardeen's element is an integral over any plane inside the barrier:
$$M=\frac{\hbar^2}{2m}\int d^2r\left(\psi_L^*\partial_z\psi_R-\psi_R\,\partial_z\psi_L^*\right).$$
The lateral integral of $e^{i(\mathbf p'-\mathbf p)\cdot\mathbf r}$ is $A\,\delta_{\mathbf p\mathbf p'}$. For equal $\mathbf p$, the derivatives give $+\kappa_p$ and $-(-\kappa_p)$, and the exponentials multiply to $e^{-\kappa_pz}e^{\kappa_p(z-d)}=e^{-\kappa_pd}$. Therefore
$$M=\sum_{\mathbf p}c^{L*}_{\mathbf p}c^R_{\mathbf p}\,w_p,\qquad w_p=\frac{\hbar^2\kappa_p^2}{m}e^{-\kappa_pd}.$$
The position of the plane has dropped out, as it must. The conserved quantity is the full lateral momentum $\mathbf p$:
$$\mathbf K_L+\mathbf G_L+\mathbf k=\mathbf K_R+\mathbf G_R+\mathbf k',$$
where $\mathbf k,\mathbf k'$ are measured from the respective corners.

At $p=K$, $\kappa=19.20\ \mathrm{nm^{-1}}$ and $w_K=1.287\times10^{-7}$ eV. As a test, two unmodulated sheets with this decay constant were solved from their jump conditions without perturbation theory. Half their level splitting is also $1.287\times10^{-7}$ eV.

**(b) Near a corner, three plane waves of equal length dominate. Find the bands and the weight of each wave.**

*Solution.* Write the sheet potential, relative to the barrier top, as $-[\lambda+u(\mathbf r)]\delta(z)$. Let the Fourier component of $u$ that couples any two of the corner waves $\mathbf K_j$ be $-u_1$, with $u_1>0$. Here $j=0,1,2$, and in the sheet's own axes $\mathbf K_j$ points along $\theta_j=2\pi j/3$. The slope of a wave of amplitude $b_j$ jumps by $-2\kappa_jb_j$ at the sheet, so
$$\frac{\hbar^2\kappa_j}{m}b_j+u_1\sum_{i\ne j}b_i=\lambda b_j .$$
At the corner all $\kappa_j$ equal one value $\kappa_D$. The coupling matrix with zeros on its diagonal and ones elsewhere has eigenvalues $2,-1,-1$. The pair with $-1$ needs the larger $\kappa$, hence has the lower energy. It is spanned by $e^{\pm i\theta_j}/\sqrt3$.

Move away by $\mathbf k$, at energy $\varepsilon$ from the Dirac point. Because $\kappa_j^2=|\mathbf K_j+\mathbf k|^2+2m(V_b-E)/\hbar^2$, with $V_b$ the barrier top, the first-order change is
$$\delta\kappa_j=\frac{1}{\kappa_D}\left(\mathbf K_j\cdot\mathbf k-\frac{m\varepsilon}{\hbar^2}\right).$$
The jump equation, projected on the pair, requires the projected $\delta\kappa_j$ to give zero. The common factor $1/\kappa_D$ cancels, and $\varepsilon$ is an eigenvalue of the projected $\hbar^2\mathbf K_j\cdot\mathbf k/m$. If $\alpha$ is the direction of $\mathbf k$, the diagonal elements vanish because $\sum_j\cos(\theta_j-\alpha)=0$. The off-diagonal element is
$$\frac{\hbar^2Kk}{3m}\sum_je^{-2i\theta_j}\cos(\theta_j-\alpha)
=\frac{\hbar^2Kk}{6m}\sum_j\left(e^{-i\theta_j-i\alpha}+e^{-3i\theta_j+i\alpha}\right)=\frac{\hbar^2K}{2m}k\,e^{i\alpha}.$$
The first term sums to zero; the second gives three equal terms because $e^{-3i\theta_j}=1$. Thus
$$\varepsilon=s\hbar vk,\quad s=\pm1,\qquad \hbar v=\frac{\hbar^2K}{2m}=0.649\ \mathrm{eV\,nm}.$$
The eigenvector is $(e^{i\alpha/2},s\,e^{-i\alpha/2})/\sqrt2$, so
$$|c_j|^2=\frac16\left|e^{i(\theta_j+\alpha/2)}+s\,e^{-i(\theta_j+\alpha/2)}\right|^2=\frac{1+s\cos(2\theta_j+\alpha)}3=\frac{1+s\cos(\alpha-\theta_j)}3 .$$
The last step uses $2\theta_j=3\theta_j-\theta_j$, where $3\theta_j$ is a multiple of $2\pi$. In the upper band a wave is strongest on the side of the pocket facing away from the zone centre.

**(c) Write the low-bias conductance per area. For contours of radii $k_L,k_R$ displaced by $Q$, when does it vanish?**

*Solution.* The golden rule gives a transfer rate $(2\pi/\hbar)|M|^2\delta(E_L-E_R)$. At small voltage $V$ the occupation difference is $eV\delta(E-\mu)$. Spin and the two inequivalent corners contribute a factor 4. For a nonzero twist, generic states $\mathbf k,\mathbf k'$ are linked by one of the three waves, so the three channels add without interference:
$$g=\frac{2\pi e^2}{\hbar}\,4\sum_j\int\frac{d^2p}{(2\pi)^2}\,w_p^2|c^L_j|^2|c^R_j|^2\,\delta(\mu-E_L)\,\delta(\mu-E_R).$$
The three terms are equal by threefold symmetry. For $j=0$ the corners lie at angles $\mp\theta/2$ from the $x$ axis, so $\mathbf k-\mathbf k'=\mathbf K_R-\mathbf K_L=Q\hat{\mathbf y}$ with
$$Q=2K\sin(\theta/2).$$

Two delta functions in two dimensions select points. Changing variables from $\mathbf p$ to $(E_L,E_R)$ gives $1/|\nabla E_L\times\nabla E_R|=1/[(\hbar v)^2\sin\gamma]$ per crossing, where $\gamma$ is the angle between $\mathbf k$ and $\mathbf k'$. These vectors and $\mathbf Q$ form a triangle, whose doubled area by Heron's formula is
$$k_Lk_R\sin\gamma=\tfrac12\sqrt{[(k_L+k_R)^2-Q^2][Q^2-(k_L-k_R)^2]} .$$
With two mirror-image crossings,
$$\int d^2p\,\delta(\mu-E_L)\delta(\mu-E_R)=\frac{4k_Lk_R}{(\hbar v)^2\sqrt{[(k_L+k_R)^2-Q^2][Q^2-(k_L-k_R)^2]}} .$$
This holds for $|k_L-k_R|<Q<k_L+k_R$. Outside that range no triangle exists and the integral is zero.

The requirement is that the contours cross, not that the enclosed areas overlap: a small contour nested inside a larger one has no shared point and carries no current in this limit. The pockets must also sit away from the zone centre. A circular contour around the centre is unchanged by rotation, so twist cannot separate it from its partner.

**(d) Specialize to equal pockets of radius $k_F=\mu/\hbar v$. Find the critical twist and the conductance at $2^\circ$.**

*Solution.* Put $\sin\eta=Q/2k_F$. The crossings are at $\mathbf k=(\pm k_F\cos\eta,\,Q/2)$ and $\mathbf k'=(\pm k_F\cos\eta,\,-Q/2)$, so $\sin\gamma=\sin2\eta$. Their momenta lie on the $x$ axis, at
$$p_\pm=K\cos(\theta/2)\pm k_F\cos\eta .$$
At the outer crossing $\mathbf k$ has direction $\eta$, and the left corner has direction $-\theta/2$. The left weight is $[1+\cos(\eta+\theta/2)]/3$, and by mirror symmetry the right weight is the same. At the inner crossing the direction is $\pi-\eta$, and each weight is $[1-\cos(\eta-\theta/2)]/3$. With $w_\pm=w_{p_\pm}$,
$$g=\frac{2\pi e^2}{\hbar}\,\frac{12}{4\pi^2}\,\frac{F}{(\hbar v)^2\sin2\eta},$$
$$F=\tfrac19\left\{w_+^2[1+\cos(\eta+\theta/2)]^2+w_-^2[1-\cos(\eta-\theta/2)]^2\right\}.$$
This applies for $0<Q<2k_F$. Above
$$\theta_c=2\arcsin(k_F/K)$$
the conductance vanishes, until rotation by nearly $60^\circ$ brings a corner onto the opposite corner of the other sheet.

Here $k_F=0.30/0.6487=0.462\ \mathrm{nm^{-1}}$, so $\theta_c=3.11^\circ$. For waves with $p$ near $K$ the suppressed range ends at $56.89^\circ$.

At $2^\circ$, $Q=0.594\ \mathrm{nm^{-1}}$ and $\sin\eta=0.594/0.925$, hence $\eta=40.0^\circ$. The crossings have $p_+=17.38$ and $p_-=16.67\ \mathrm{nm^{-1}}$, giving $w_+=0.97\times10^{-7}$ and $w_-=1.71\times10^{-7}$ eV. Then
$$F=\frac{(0.97\times10^{-7})^2(1.755)^2+(1.71\times10^{-7})^2(0.223)^2}{9}\simeq3.4\times10^{-15}\ \mathrm{eV^2}.$$
With $2\pi e^2/\hbar=1.53\times10^{-3}$ S,
$$g=\frac{1.53\times10^{-3}\times0.304\times3.4\times10^{-15}}{0.421\times0.985}\simeq3.8\times10^{-18}\ \mathrm{S/nm^2}=3.8\ \mathrm{pS/\mu m^2}.$$
The outer crossing supplies about 95% of $F$: its larger wave weights outweigh its faster decay.

The approach to the threshold is not a gradual fade. As $\eta\to\pi/2$, $F$ stays finite while $\sin2\eta\to0$, so the ideal conductance diverges as the inverse square root of the distance to tangency, and then drops to zero. The other divergence, at $\theta\to0$, comes from contours that coincide along their whole length.

The formula was tested against a direct momentum sum, using numerically diagonalized three-wave states and delta functions smeared by 10 meV. At $1.5^\circ$ and $2.5^\circ$ the relative difference was at most 0.31%. At $4^\circ$ the sum was below one millionth of the formula's value at $2.5^\circ$.

**(e) Give each level a Lorentzian half-width $\Gamma=5$ meV. What replaces the divergence at small twist and the zero at large twist?**

*Solution.* Each delta function becomes $L(x)=(\Gamma/\pi)/(x^2+\Gamma^2)$, and both bands $s=\pm1$ are kept.

For coincident contours the energy integral is
$$\int L(x)^2dx=\frac{\Gamma^2}{\pi^2}\,\frac{\pi}{2\Gamma^3}=\frac1{2\pi\Gamma}.$$
Since $d^2k=(k_F/\hbar v)\,dE\,d\alpha$ near the contour, for $\Gamma\ll\mu$
$$g_0\simeq\frac{2\pi e^2}{\hbar}\,\frac{12}{4\pi^2}\,\frac{k_F}{\hbar v}\,\frac1{2\pi\Gamma}\oint d\alpha\,w_p^2\left(\frac{1+\cos\alpha}{3}\right)^2 .$$
The divergence has become a peak proportional to $1/\Gamma$, equal to $116\ \mathrm{pS/\mu m^2}$.

This value is the $\theta\to0$ limit for an area holding many moiré periods. At exact alignment the three waves link the same pair of states and interfere, with relative phases set by the lateral shift between the sheets. Averaging over that shift removes the cross terms and returns $g_0$. For one fixed shift they remain. With atoms facing atoms and $w_p$ taken as constant, the in-band element is $M=w\sum_j|c_j|^2=w$. The three separate channels give a contour average $3w^2\langle(1+\cos\alpha)^2\rangle/9=w^2/2$, so that registry would conduct twice as well.

Beyond $\theta_c$, one electrode can be on its contour while the other responds through its tail. Products of two tails are of order $\Gamma^2$. The two leading contributions are mirror images, so
$$g\simeq\frac{2\pi e^2}{\hbar}\frac{12}{4\pi^2}\frac{2k_F}{\hbar v}\oint d\alpha\,w_p^2\,\frac{1+\cos(\alpha+\theta/2)}3\sum_s\frac{1+s\cos(\alpha'-\theta/2)}3\,\frac{\Gamma/\pi}{(\mu-s\hbar vk')^2},$$
with $\mathbf k'=\mathbf k-\mathbf Q$ of direction $\alpha'$. The leak is linear in $\Gamma$, provided $\Gamma$ is small compared with the energy mismatch.

At $5^\circ$ it is $0.035\ \mathrm{pS/\mu m^2}$, and the full two-dimensional integral gives the same to this accuracy. At $2^\circ$ broadening changes the conductance only from 3.81 to $3.79\ \mathrm{pS/\mu m^2}$. The contrast between $2^\circ$ and $5^\circ$, at fixed density, separation and $\Gamma$, is therefore about 108: a large reduction, but not a zero.

The full integral was confined to a square of half-side $1.6\ \mathrm{nm^{-1}}$ around the pockets. Doubling the square changes the $5^\circ$ value by less than 1%. It grows to 0.042 at half-side $8\ \mathrm{nm^{-1}}$ and to about $0.2\ \mathrm{pS/\mu m^2}$ at $13\ \mathrm{nm^{-1}}$, because products of two tails at smaller $p$ are weighted by a much larger $w_p^2$. The leak and the contrast quoted here therefore count only states near the pockets. A Lorentzian is not a reliable description of scattering by momenta as large as $K$; part (g) treats that separately.

**(f) For $\theta=5^\circ$, how do temperature and bias restore crossing?**

*Solution.* With sharp levels again, the electrical conductance at temperature $T$ is $\int dE\,(-\partial f/\partial E)\,g(E)$, with $\mu$ held fixed. At energy $E$ the contours have radius $E/\hbar v$, and the barrier height $\Phi$ in $\kappa_p$ becomes $\Phi-(E-\mu)$. The contours first touch at $E_c=\hbar vQ/2$. Electrons must therefore be excited by
$$\Delta=\frac{\hbar vQ}2-\mu=\frac{0.6487\times1.4855}{2}-0.30=0.182\ \mathrm{eV}.$$
Just above $E_c$, $g(E)\propto(E-E_c)^{-1/2}$. With $\beta=1/k_BT$ and $\beta\Delta\gg1$,
$$g(T)\propto\beta e^{-\beta\Delta}\int_0^\infty\frac{e^{-\beta x}}{\sqrt x}dx\propto\sqrt\beta\,e^{-\beta\Delta}.$$
At 300 K the integral gives $0.012\ \mathrm{pS/\mu m^2}$, about a third of the lifetime leak for these circular contours. At $2^\circ$, where the contours already cross, warming to 300 K changes $g$ only from 3.81 to $3.88\ \mathrm{pS/\mu m^2}$.

For a finite bias at zero temperature, hold both carrier densities fixed and lower the right Dirac point by $eV$. Equal energies in the upper bands mean $E=\hbar vk=\hbar vk'-eV$. A momentum triangle requires $k+k'\ge Q$, or $2E+eV\ge\hbar vQ$. The highest occupied energy is $E=\mu$, so crossing returns at
$$eV_{\rm on}=\hbar vQ-2\mu=0.364\ \mathrm{eV}.$$
The second triangle condition, $|k-k'|=eV/\hbar v\le Q$, is satisfied there. Lower-band states on the left would need $k+k'=eV/\hbar v$, which is smaller than $Q$, so they do not open earlier.

The field at 0.364 V is 3.6 MV/cm. With a rough relative permittivity of 3.5, it induces $7.0\times10^{12}\ \mathrm{cm^{-2}}$, as much as the original density of $6.8\times10^{12}\ \mathrm{cm^{-2}}$. Fixed densities therefore require compensating gates; without them this threshold does not apply.

**(g) Which conclusions survive in a real layered device?**

*Solution.* Consider first what the model itself leaves out of the critical angle. Higher plane waves can coincide at other twists. At $21.8^\circ$ they do so at $p=\sqrt7K$, but their squared transfer is $2\times10^{-22}$ of that at $K$, negligible in a uniform barrier. The contours are also not perfect circles. Solving the three-wave jump conditions with the third level chosen 10 eV above the Dirac point gives radii from 0.451 to $0.478\ \mathrm{nm^{-1}}$, and moves $\theta_c$ from $3.11^\circ$ to $3.14^\circ$. The other results are more sensitive than the critical angle. With the same three-wave bands and weights, $\Delta$ and $V_{\rm on}$ at $5^\circ$ fall by about 5%, and $g$ at $2^\circ$ falls by about 12%. The lifetime leak at $5^\circ$ rises by about 20%, which lowers the contrast between $2^\circ$ and $5^\circ$ from 108 to about 80. The 300 K conductance at $5^\circ$ rises by about 70%, because it depends exponentially on $\Delta$.

These comparisons keep only three waves, but the same sheet potential also mixes in longer ones. Keeping the twelve shortest, with the third level again 10 eV above the Dirac point, lowers $\hbar v$ by about 3% and moves $\theta_c$ to $3.25^\circ$ at the same $\mu$. At $5^\circ$, $\Delta$ and $V_{\rm on}$ are then about 15% below their circular values, and the 300 K conductance is more than three times as large. The lifetime leak is then about 45% above its circular value, and the contrast falls to about 67. At the same $\mu$ these bands also hold about 8% more carriers, which accounts for part of the shift. Going on to 27 waves changes little: $\theta_c$ becomes $3.26^\circ$. The choice of 10 eV matters more. With the third level at 7 eV, three waves already give $\theta_c\simeq3.2^\circ$, a 15% lower $\Delta$, a contrast near 60 and a fourfold 300 K conductance at $5^\circ$. The numerical thresholds are therefore estimates even within the model.

The nearest real case is graphene, boron nitride, graphene. The lattice constant and doping are typical, and 1.0 nm is roughly the distance between graphene planes with two boron nitride layers between them; the 3 eV barrier is a rough value. The absolute conductances are not device predictions. The sheet function is even in $z$, whereas graphene's $\pi$ orbital is odd. More seriously, boron nitride is a crystal, and its band edges near the zone corner can spare a corner electron much of the lateral energy cost charged here. Removing that cost entirely, with $\Phi$ unchanged, lowers $\kappa$ from 19.2 to $8.9\ \mathrm{nm^{-1}}$ and raises the squared transfer by $4\times10^7$. This is a scale for the error, not a calculated boron nitride conductance. If the barrier lattice returns all the lateral momentum it takes, the displacement $Q$ and the crossing condition are unchanged. If it keeps a reciprocal vector of its own, new displacements appear and must be examined separately.

The same factor warns against equating suppressed elastic transfer with suppressed total current. Suppose defects or phonons take up the momentum $K$ on one side and restore it on the other. Judged by squared transfer alone, a probability of about $2\times10^{-8}$ for the whole sequence would rival direct transfer at $p=K$. A phonon of roughly 60 meV has a thermal occupation of 0.11 at 300 K, so its absorption is not frozen out. A single exchange of the much smaller momentum $Q$ can also reconnect the pockets, without this gain in penetration.

The design rule is correspondingly limited. A twist between $\theta_c$ and $60^\circ-\theta_c$ suppresses the momentum-conserving elastic channel when the pockets are small and centred at the corners, the densities are held fixed, the bias stays below $V_{\rm on}$ and well below both $\Phi/e$ and the breakdown voltage of the barrier, and both $\Gamma$ and $k_BT$ are small compared with $\Delta-eV/2$, the excitation energy that remains at bias $V$. Above $30^\circ$ the nearest corners of the two sheets are opposite ones, so $60^\circ-\theta$ then takes the place of $\theta$ in $V_{\rm on}$ and $\Delta$. The formulas of part (f) assume linear bands and serve only within several degrees of either alignment. Near $30^\circ$ the one for $V_{\rm on}$ would give about 5 V, more than the barrier height, where neither the linear bands nor the tunnelling model holds; the thresholds there must come from the actual bands. Whether the measured current falls by a similar factor depends on the momentum-changing processes in that device. The main circular-contour values are collected in the numerical output below.

## Computed values

```
lattice constant 0.246 nm; corner momentum K 17.028 1/nm
Fermi energy 0.30 eV; barrier 3.0 eV; separation 1.0 nm
level half-width gamma 5.0 meV
hbar v 0.6487 eV nm; v 9.856e+05 m/s
Fermi radius kF 0.4624 1/nm
carrier density 6.807e+12 1/cm2
kappa at K 19.201 1/nm; at p=0 8.874 1/nm
Bardeen element at K 1.2874e-07 eV
half the exact two-sheet splitting 1.2874e-07 eV
critical twist 3.112 deg; mirror limit 56.888 deg
corner separation Q at 2 deg 0.5943 1/nm
corner separation Q at 5 deg 1.4855 1/nm
contour diameter 2kF 0.9249 1/nm
crossing angle eta at 2 deg 39.99 deg
ideal conductance at 2 deg 3.8116 pS/um2
ideal conductance at 5 deg 0.0000 pS/um2
largest direct-sum deviation 0.31 percent
with lifetime, 0 deg 116.3121 pS/um2
with lifetime, 2 deg 3.7881 pS/um2
with lifetime, 5 deg 0.03500 pS/um2
peak formula at 0 deg 116.3031 pS/um2
leak formula at 5 deg 0.03493 pS/um2
lifetime-limited ratio g(2)/g(5) 108.2; g(0)/g(5) 3322.9
activation energy at 5 deg 0.1818 eV
300 K, infinite lifetime, 2 deg 3.8794 pS/um2
300 K, infinite lifetime, 5 deg 0.011678 pS/um2
reopening bias at 5 deg 0.3637 V; field 3.64 MV/cm
induced density at that bias, permittivity 3.5: 7.03e+12 1/cm2
sheet singlet gap 10.0 eV
warped Fermi radius 0.4505 to 0.4780 1/nm
critical twist with warping 3.137 deg
higher coincidence at 21.79 deg, |p|/K 2.6458
its squared transfer relative to |p|=K 2.04e-22
squared-transfer gain if momentum K is supplied 4.26e+07
occupation of a 60 meV phonon at 300 K 0.109
```
